# Hyperfine Difference 8E(2S) − E(1S) in Hydrogen and the Helium-3 Ion

## Problem

A one-electron atom or ion has nuclear charge \(Z\) and nuclear spin 1/2. Let \(E(nS)\) be its hyperfine splitting, the energy of total spin \(F=1\) minus that of \(F=0\). The nonrelativistic contact interaction gives \(E(nS)=E_F/n^3\), where \(E_F\) is the Fermi energy, so the combination

\[
D = 8E(2S)-E(1S)
\]

vanishes at that level. Find the leading nonzero value of \(D\) in powers of \(Z\alpha\). Show what happens in \(D\) to the correction for the finite size of the nucleus. Evaluate \(D\) for hydrogen and for the free helium-3 ion.

Atomic units are used in the algebra, with \(c=1/\alpha\) and \(\zeta=Z\alpha\). The nuclear moment \(\mu\) is in units of \(e\hbar/m_e\).

## A tempting solution

For the Dirac 1S state with a point nucleus, the splitting is the contact value times \(1+\tfrac32\zeta^2+\dots\). The hyperfine interaction of an s electron is a contact interaction, so it acts at the nucleus. There the 1S and 2S functions have the same shape and differ by a constant factor, which supplies the \(1/n^3\). The relativistic factor must then be the same for both states:

\[
8E(2S)-E(1S)\overset{?}{=}E_F\left(1+\tfrac32\zeta^2\right)-E_F\left(1+\tfrac32\zeta^2\right)=0 .
\]

On this argument \(D\) has no term of order \(\zeta^2E_F\).

## Where it fails

The Dirac interaction with a magnetic dipole is not a contact term. The vector potential is \(\mathbf A=\alpha^2\boldsymbol\mu\times\mathbf r/r^3\), and the electron, of charge \(-1\), couples to it through

\[
V=c\,\boldsymbol\alpha_D\cdot\mathbf A=\alpha\,\frac{\boldsymbol\alpha_D\cdot(\boldsymbol\mu\times\mathbf r)}{r^3},
\]

where \(\boldsymbol\alpha_D\) are the Dirac matrices. This falls off as \(1/r^2\). It joins the large radial function \(g\) to the small one \(f\), and the splitting is proportional to \(\int_0^\infty gf\,dr\), as shown below. For slow electrons \(f\approx-g'/(2c)\), so

\[
\int_0^\infty gf\,dr\approx-\frac{\alpha}{2}\int_0^\infty gg'\,dr=\frac{\alpha}{4}g(0)^2 .
\]

The value at the origin appears because the integrand is a total derivative. The integral itself is collected over the whole atom. For 1S, \(g\propto e^{-Zr}\), and the part from inside radius \(r\) is the fraction \(1-e^{-2Zr}\). It reaches one half only at \(r=\ln2/(2Z)\approx0.35/Z\). At such distances 1S and 2S have different shapes, and relativity changes their integrals differently.

There is a second fault. At relative order \(\zeta^2\), even the electron functions close to the nucleus do not scale as \(1/n^3\). Diagonalizing the Dirac equation at \(\zeta=0.05\) gives, for \(r\to0\), a product \(gf\) whose ratio \(8(gf)_{2S}/(gf)_{1S}\) exceeds 1 by \(0.88\,\zeta^2\).

The shape argument does hold for effects confined to the nucleus, to first order in its size and to leading order in \(\zeta\). It will be used there and nowhere else.

## The splitting as a radial integral

Write the s state with upper part \(g\chi/\sqrt{4\pi}\) and lower part \(if\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi/\sqrt{4\pi}\), where \(\chi\) is a spinor. Put \(P=rg\), \(Q=rf\), with \(\int(P^2+Q^2)dr=1\). The expectation value of \(V\) contains

\[
i\,\boldsymbol\sigma\cdot(\boldsymbol\mu\times\hat{\mathbf r})\;\boldsymbol\sigma\cdot\hat{\mathbf r}
=i\cdot i\,\boldsymbol\sigma\cdot\left[(\boldsymbol\mu\times\hat{\mathbf r})\times\hat{\mathbf r}\right]
=\boldsymbol\sigma\cdot\left[\boldsymbol\mu-\hat{\mathbf r}(\boldsymbol\mu\cdot\hat{\mathbf r})\right].
\]

The scalar part of the product of Pauli matrices is absent because \(\boldsymbol\mu\times\hat{\mathbf r}\) is perpendicular to \(\hat{\mathbf r}\). The angular average is \(\tfrac23\boldsymbol\sigma\cdot\boldsymbol\mu\), and the Hermitian conjugate term doubles it:

\[
\langle V\rangle=\frac{4\alpha}{3}\langle\boldsymbol\sigma\cdot\boldsymbol\mu\rangle\,T_{-2},\qquad T_k=\int_0^\infty r^kPQ\,dr .
\]

With \(\boldsymbol\mu=\mu\boldsymbol\sigma_N\), the product \(\boldsymbol\sigma\cdot\boldsymbol\sigma_N\) is \(1\) for \(F=1\) and \(-3\) for \(F=0\). The difference is 4, so

\[
E(nS)=\frac{16}{3}\alpha\mu\,T_{-2}.
\]

In the nonrelativistic limit \(g(0)^2=4Z^3/n^3\), hence \(T_{-2}=\alpha Z^3/n^3\). This fixes the Fermi energy for a heavy nucleus. Finite nuclear mass scales the density at the origin by \((m_r/m)^3\), with \(m_r\) the reduced mass, and we include that factor:

\[
E_F=\frac{16}{3}\alpha^2Z^3\mu\left(\frac{m_r}{m}\right)^3 .
\]

Other recoil effects are left out. What is needed now is \(B_n=n^3T_{-2}/(\alpha Z^3)\), for then \(E(nS)=B_nE_F/n^3\) and \(D=(B_2-B_1)E_F\).

## Radial equations and energy

Let \(W=E/c^2\), with \(E\) here the total Dirac energy including rest energy. Inserting the state into the Dirac equation with \(-Z/r\) gives

\[
P'=\frac Pr-\left[c(W+1)+\frac\zeta r\right]Q,\qquad
Q'=-\frac Qr+\left[c(W-1)+\frac\zeta r\right]P .
\]

Set \(P=e^{-\lambda r}\sum a_kr^{\gamma+k}\), \(Q=e^{-\lambda r}\sum b_kr^{\gamma+k}\), with \(\lambda=c\sqrt{1-W^2}\). The coefficients of \(r^{\gamma+k-1}\) obey

\[
(\gamma+k-1)a_k+\zeta b_k=\lambda a_{k-1}-c(1+W)b_{k-1},
\]
\[
(\gamma+k+1)b_k-\zeta a_k=\lambda b_{k-1}-c(1-W)a_{k-1}.
\]

For \(k=0\) the right sides are zero, and a nonzero solution requires \(\gamma^2-1+\zeta^2=0\), so \(\gamma=\sqrt{1-\zeta^2}\). Let \(q=\lambda/[c(1+W)]\). Since \(\lambda^2=c^2(1-W^2)\), the second right side is \(-q\) times the first. Therefore

\[
q\left[(\gamma+k-1)a_k+\zeta b_k\right]+(\gamma+k+1)b_k-\zeta a_k=0 .
\]

A normalizable state needs the series to stop, at \(k=n-1\) for the \(n\)th s state. The first recursion at the next \(k\) then gives \(b_{n-1}=q\,a_{n-1}\). Inserting this, with \(\nu=n-1+\gamma\),

\[
2q\nu=\zeta(1-q^2).
\]

Because \(q^2=(1-W)/(1+W)\), this reads \(\nu\sqrt{1-W^2}=\zeta W\), or

\[
W=\frac{\nu}{N},\qquad N=\sqrt{\nu^2+\zeta^2}.
\]

## The integral without the wavefunctions

Let \(S=P^2+Q^2\) and \(M=P^2-Q^2\), and let \(S_k,M_k\) be their integrals with weight \(r^k\). The radial equations give

\[
(PQ)'=\left(cW+\frac\zeta r\right)M-cS,
\]
\[
S'=\frac{2M}{r}-4cPQ,\qquad
M'=\frac{2S}{r}-4\left(cW+\frac\zeta r\right)PQ .
\]

**Weight 1.** The left sides integrate to zero. First we need \(M_0\) and \(S_{-1}\). If the electron mass is scaled, a Coulomb energy \(E\) scales with it, so the expectation value of the rest-energy term \(\beta c^2\) equals \(E\). Thus \(M_0=\langle\beta\rangle=W\). With \(S_0=1\), the first equation gives

\[
M_{-1}=\frac{c(1-W^2)}{\zeta}=\frac{c\zeta}{N^2}.
\]

The derivative of the energy with respect to \(Z\) is \(-\langle1/r\rangle\), so \(S_{-1}=-c\,dW/d\zeta\). Using \(d\nu/d\zeta=-\zeta/\gamma\),

\[
\frac{dW}{d\zeta}=\frac{\zeta^2\,d\nu/d\zeta-\nu\zeta}{N^3}
\quad\Rightarrow\quad
S_{-1}=\frac{c\zeta}{N^3}\left(\nu+\frac{\zeta^2}{\gamma}\right).
\]

The second equation gives \(T_0=M_{-1}/(2c)\). The third then gives

\[
T_{-1}=\frac{S_{-1}-WM_{-1}}{2\zeta}=\frac{c\zeta^2}{2\gamma N^3}.
\]

**Weight \(1/r\).** Integration by parts leaves no boundary term if \(2\gamma>1\), since \(P,Q\sim r^\gamma\). Then

\[
T_{-2}=cWM_{-1}+\zeta M_{-2}-cS_{-1},
\]
\[
S_{-2}=2M_{-2}-4cT_{-1},\qquad
M_{-2}=2S_{-2}-4cWT_{-1}-4\zeta T_{-2}.
\]

Eliminating \(S_{-2}\) gives \(3M_{-2}=4c(2+W)T_{-1}+4\zeta T_{-2}\). In the first line, \(c(WM_{-1}-S_{-1})=-2c\zeta T_{-1}\). Hence

\[
T_{-2}\left(1-\frac{4\zeta^2}{3}\right)=c\zeta T_{-1}\left[-2+\frac{4(2+W)}{3}\right]=\frac{2c\zeta}{3}(1+2W)T_{-1}.
\]

Since \(3-4\zeta^2=4\gamma^2-1\) and \(c^2\zeta^3=\alpha Z^3\),

\[
B_n=\frac{n^3(N+2\nu)}{N^4\,\gamma(4\gamma^2-1)} .
\]

This closed form agrees with diagonalization of the Dirac equation for 1S and 2S at \(\zeta=0.05\), 0.1 and 0.4. It diverges at \(\gamma=1/2\), where a point dipole is no longer admissible.

## Expansion and value of D

To order \(\zeta^2\), \(\gamma=1-\zeta^2/2\), so \(\nu=n-\zeta^2/2\) and \(N^2=n^2-(n-1)\zeta^2\). The three factors become

\[
N+2\nu=3n\left[1-\frac{(n-1)\zeta^2}{6n^2}-\frac{\zeta^2}{3n}\right],
\]
\[
N^{-4}=n^{-4}\left[1+\frac{2(n-1)\zeta^2}{n^2}\right],
\]
\[
\frac1{\gamma(4\gamma^2-1)}=\frac13\left[1+\left(\frac12+\frac43\right)\zeta^2\right].
\]

Their product gives

\[
B_n=1+\zeta^2\left[\frac{11}{6}+\frac{3}{2n}-\frac{11}{6n^2}\right]+O(\zeta^4).
\]

The bracket is \(3/2\) for \(n=1\) and \(17/8\) for \(n=2\). The 1S value in the tempting solution was right; carrying it over to 2S was the error. Thus

\[
\boxed{D=\left(\frac{17}{8}-\frac32\right)\zeta^2E_F=\frac58(Z\alpha)^2E_F}
\]

at leading order. Symbolic expansion of the closed form gives the next term, \(\tfrac{177}{128}\zeta^4E_F\). The value \(5/8\) can also be found without the closed form: extrapolating the diagonalization results to small \(\zeta\) gives 0.6249.

The same formula covers other levels. For \(27E(3S)-E(1S)\) the coefficient is \(115/54-3/2=17/27\), close to \(5/8\). For \(n\to\infty\) it falls to \(11/6-3/2=1/3\).

## What happens to nuclear size

Let the nucleus have normalized charge density \(\rho_E\) and magnetization density \(\rho_M\), both of extent \(R\ll1/Z\). To first order in \(R\) and to leading order in \(\zeta\), the nonrelativistic equation \(\nabla^2\psi=2(V-E)\psi\) suffices, where \(E\) is now the binding energy level and \(V=-Z\int\rho_E(\mathbf s)|\mathbf r-\mathbf s|^{-1}d^3s\). Near the nucleus \(E\) is negligible beside \(V\). Since \(\nabla^2|\mathbf r-\mathbf s|=2/|\mathbf r-\mathbf s|\), the solution is

\[
\psi_n(\mathbf r)=\psi_n(0)\left[1-Z\int\rho_E(\mathbf s)|\mathbf r-\mathbf s|\,d^3s\right],
\]

where \(\psi_n(0)\) is the point-nucleus value. No extra constant is allowed: outside a spherical charge the bracket is \(1-Zr-Z\langle s^2\rangle/(3r)\), which joins the point-nucleus form \(1-Zr\) up to a term of second order in \(R\).

The contact interaction averages \(|\psi_n|^2\) over \(\rho_M\), so the splitting is multiplied by

\[
1-2Zr_Z,\qquad r_Z=\iint\rho_E(\mathbf s)\rho_M(\mathbf r)|\mathbf r-\mathbf s|\,d^3s\,d^3r .
\]

This is the Zemach correction. It does not contain \(n\), so its contribution \(-2Zr_ZE_F\) is the same in \(8E(2S)\) and \(E(1S)\) and cancels in \(D\). Any other short-range nuclear effect of the form \(C|\psi_n(0)|^2\) cancels for the same reason.

The cancellation is limited to first order in \(R\) and leading order in \(\zeta\). The binding energy, neglected above, adds \(-E_nr^2/3=Z^2r^2/(6n^2)\) to the bracket for \(\psi_n\). In the scaled densities, 2S minus 1S, this gives

\[
2Z^2r^2\left(\frac1{24}-\frac16\right)=-\frac14Z^2r^2 .
\]

The finite charge radius adds a further term of order \((ZR)^2\). For charge and magnetization on the same shell of radius \(R\), a numerical solution of the Schrödinger equation leaves \(0.826\,(ZR)^2E_F\) in \(D\). Moving the magnetization to a shell at \(R/2\) gives 1.013. The increase, 0.1875 before rounding, agrees with \(\tfrac14(1-\tfrac14)=0.1875\) from the magnetization term.

A mixed term also survives, because the scaled electron functions near the nucleus differ at order \(\zeta^2\). Multiplying that difference by the Zemach shift gives the estimate \(0.88\,\zeta^2(-2Zr_Z)E_F\).

## Hydrogen and the helium-3 ion

**Hydrogen.** With \(\mu=7.605\times10^{-4}\) and \((m_r/m)^3=0.99837\), \(E_F=5.868\times10^{-6}\) eV. Then

\[
D=\frac58(5.325\times10^{-5})(5.868\times10^{-6}\ \text{eV})=1.95\times10^{-10}\ \text{eV},
\]

or 47.2 kHz.

**Helium-3 ion.** The moment is negative, \(\mu=-5.794\times10^{-4}\), so the \(F=1\) level lies below \(F=0\), and \(E_F=-3.580\times10^{-5}\) eV. Then

\[
D=\frac58(2.130\times10^{-4})(-3.580\times10^{-5}\ \text{eV})=-4.77\times10^{-9}\ \text{eV},
\]

or \(-1152\) kHz. Using the full \(B_2-B_1\) instead changes \(D\) by about 0.01% in hydrogen and 0.05% in the ion.

To see what the combination removes, take charge and magnetization on one shell of radius \(1.5\times10^{-5}\) angstrom, a round model value used for both nuclei; it is too large for the proton and too small for the helium-3 nucleus. Then \(r_Z=4R/3=2.0\times10^{-5}\) angstrom.

- In hydrogen the size shift of \(E(1S)\) is \(-4.4\times10^{-10}\) eV, more than twice \(D\) in magnitude. The surviving terms are \(4\times10^{-15}\) eV from \((ZR)^2\) and about \(-2\times10^{-14}\) eV from the mixed estimate.
- In the helium-3 ion the shift is \(5.4\times10^{-9}\) eV, slightly larger than \(|D|\). The surviving terms are about \(-1\times10^{-13}\) and \(1\times10^{-12}\) eV.

For equal \(r_Z\) the relative size shift grows as \(Z\), while \(D/E_F\) grows as \(Z^2\). This is why, with one radius for both nuclei, the shift is less dominant in the ion. Real nuclei reverse the order: \(r_Z\) is about \(1.05\times10^{-5}\) angstrom for the proton and about \(2.5\times10^{-5}\) angstrom for the helium-3 nucleus, which makes the size shift roughly \(1.2|D|\) in hydrogen and \(1.4|D|\) in the ion. In both systems the surviving size terms are of order \(10^{-4}\) of \(D\) in this model.

The quoted values are the leading term, not a complete prediction. Radiative corrections of order \(\alpha(Z\alpha)^2E_F\), enhanced by logarithms of \(Z\alpha\), are omitted and may amount to a few percent of \(D\). Recoil terms of order \((Z\alpha)^2(m/M)E_F\), with \(M\) the nuclear mass, are omitted as well. Further digits are in the numerical output.

## Numbers as computed

```
inverse fine-structure constant: 137.035999
spin-angle factor: 5.333333
series of B_1 in (Z alpha)^2: [1, 3/2, 17/8]
series of B_2 in (Z alpha)^2: [1, 17/8, 449/128]
leading and next coefficient of B_2 - B_1: 5/8, 177/128
leading coefficient from diagonalization: 0.624940
1S size shift / Zemach formula, equal shells: 1.000194
1S size shift / Zemach formula, b = R/2: 1.000271
surviving coefficient of (ZR)^2, equal shells: 0.8256
surviving coefficient of (ZR)^2, b = R/2: 1.0131
near-nucleus 2S/1S excess over (Z alpha)^2: 0.882
chosen shell radius: 1.50e-05 angstrom
its Zemach radius 4R/3: 2.00e-05 angstrom
H: nuclear moment 7.60516101e-04 e hbar/m_e
H: reduced-mass factor cubed 0.99836793
H: (Z alpha)^2 = 5.325135e-05
H: Fermi energy 5.8678511e-06 eV
H: E(1S) Dirac, point nucleus 5.8683199e-06 eV
H: E(2S) Dirac, point nucleus 7.3356440e-07 eV
H: D leading 1.95294e-10 eV
H: D leading 47.222 kHz
H: D full Dirac factor 1.95317e-10 eV
H: size shift of E(1S), cancelled in D -4.433e-10 eV
H: surviving (ZR)^2 term 3.9e-15 eV
H: surviving cross term, estimate -2.1e-14 eV
3He+: nuclear moment -5.79370490e-04 e hbar/m_e
3He+: reduced-mass factor cubed 0.99945434
3He+: (Z alpha)^2 = 2.130054e-04
3He+: Fermi energy -3.5800523e-05 eV
3He+: E(1S) Dirac, point nucleus -3.5811965e-05 eV
3He+: E(2S) Dirac, point nucleus -4.4770916e-06 eV
3He+: D leading -4.76607e-09 eV
3He+: D leading -1152.430 kHz
3He+: D full Dirac factor -4.76831e-09 eV
3He+: size shift of E(1S), cancelled in D 5.411e-09 eV
3He+: surviving (ZR)^2 term -9.5e-14 eV
3He+: surviving cross term, estimate 1.0e-12 eV
```
